Activation energy of low-pressure unimolecular decomposition in Hinshelwood's model

**Question**

A molecule M, highly diluted in a bath gas of number density n, decomposes when its vibrational energy E exceeds a threshold E₀. Its vibrations are s classical harmonic oscillators. Collisions with the bath gas are those of hard spheres with collision diameter d and reduced mass μ. They are strong: each collision redraws E from the thermal distribution, whatever E was before. The pressure is so low that every molecule lifted above E₀ decomposes before its next collision.

The algebra is in atomic units (ħ = 1), and θ = k_B T is the thermal energy. The decomposition rate per molecule is k₀n, and the activation energy is defined by the local Arrhenius slope at fixed n:

Eₐ = −d ln k₀/d(1/θ) = θ² d ln k₀/dθ.

Where numbers are asked for, E₀ = 200 kJ/mol = 2.0729 eV per molecule, s = 10 and T = 600 K.

**(a) Express k₀ through the collision constant Z and the thermal fraction P of molecules above E₀. Find how Z depends on temperature.**

A molecule suffers Zn collisions per unit time. Each leaves it above threshold with probability P, because the new energy is drawn from the thermal distribution. Every such event ends in decomposition, so the rate per molecule is ZnP and

k₀ = Z P.

For hard spheres Z = πd²⟨v⟩, where v is the relative speed. With a = μ/(2θ), the Maxwell distribution gives

⟨v⟩ = 4π(a/π)^(3/2) ∫₀^∞ v³ exp(−av²) dv.

The integral is 1/(2a²), so ⟨v⟩ = 2/√(πa) and

Z = πd² √(8θ/(πμ)).

Thus Z ∝ θ^(1/2), and the collision rate contributes θ²·1/(2θ) = θ/2 to Eₐ.

**(b) Derive P for s classical oscillators.**

In mass-weighted coordinates the energy is the sum of (pᵢ² + ωᵢ²qᵢ²)/2. With wᵢ = ωᵢqᵢ, the region of energy at most E is a ball of radius √(2E) in 2s dimensions, of volume πˢ(2E)ˢ/s!. Returning to qᵢ divides this by the product Πω of all frequencies. One state occupies (2π)ˢ, so the number of states up to E is

N(E) = Eˢ/(s! Πω),

and the density of states is

ρ(E) = dN/dE = E^(s−1)/((s−1)! Πω).

The thermal distribution is proportional to ρ(E) exp(−E/θ). Since ∫₀^∞ E^(s−1) exp(−E/θ) dE = (s−1)! θˢ, its normalized form is

f(E) = E^(s−1) exp(−E/θ)/((s−1)! θˢ).

The frequencies have cancelled. With y = E/θ and x = E₀/θ,

P = (1/(s−1)!) ∫ₓ^∞ y^(s−1) e^(−y) dy.

Integration by parts gives

∫ₓ^∞ y^(s−1) e^(−y) dy = x^(s−1) e^(−x) + (s−1) ∫ₓ^∞ y^(s−2) e^(−y) dy.

Repeating this until the power of y is zero yields

P = [x^(s−1) e^(−x)/(s−1)!] S,

S = 1 + (s−1)/x + (s−1)(s−2)/x² + … + (s−1)!/x^(s−1).

Hinshelwood's form keeps the first term, S = 1, which requires x ≫ s−1.

**(c) Using Hinshelwood's form, show that Eₐ is about 158 kJ/mol.**

From (a) and (b) with S = 1,

ln k₀ = constant + ½ ln θ − (s−1) ln θ − E₀/θ.

The second logarithm comes from x^(s−1) = (E₀/θ)^(s−1). Differentiating and multiplying by θ²,

Eₐ = θ/2 − (s−1)θ + E₀ = E₀ − (s − 3/2)θ.

At 600 K, θ = 0.05170 eV. Therefore

Eₐ = 2.0729 − 8.5 × 0.05170 = 1.633 eV = 157.6 kJ/mol,

which is about 158 kJ/mol.

The Arrhenius plot is curved, because Eₐ falls with rising temperature at the rate (s − 3/2)k_B. The same formula gives 1.707 eV at 500 K and 1.560 eV at 700 K.

The definition at fixed n matters. If the first-order rate k₀n is followed at fixed pressure p, then n = p/θ adds a factor θ⁻¹ and lowers the activation energy by θ, to 1.582 eV.

**(d) Find Eₐ without truncating S. How good is Hinshelwood's form here, and why does Eₐ lie below the threshold?**

The integral for P has x as its lower limit, so dP/dx = −x^(s−1)e^(−x)/(s−1)! = −P/S. Since x ∝ 1/θ, θ dx/dθ = −x, and

θ d ln P/dθ = −x (dP/dx)/P = x/S.

Adding the collision term,

Eₐ = θ(1/2 + x/S).

Here x = 40.09 and S = 1.278, so Eₐ = 0.05170 × (0.5 + 31.36) = 1.647 eV = 158.9 kJ/mol. The leading form is thus 1.3 kJ/mol too low relative to the full classical result. The rate suffers more: the full P is 28% larger than its leading term.

For large x, expanding the reciprocal of S gives

1/S = 1 − (s−1)/x + [(s−1)² − (s−1)(s−2)]/x² + …

The bracket equals s−1, so

Eₐ = E₀ − (s − 3/2)θ + (s−1)θ²/E₀ + …

The last term is 0.0116 eV, most of the actual difference of 0.0139 eV. For s = 1, S = 1 and the leading form is exact within the model. In the opposite limit x → 0 with s > 1, S grows as x^(−(s−1)), so x/S → 0 and Eₐ → θ/2: nearly every collision activates. The leading form fails there.

To see the physical content, write P as the ratio of ∫ρ exp(−E/θ) dE taken above E₀ to the same integral over all E. Applying θ² d/dθ to the logarithm of each integral produces its mean energy, so

Eₐ = ⟨E⟩(above E₀) − ⟨E⟩ + θ/2.

Activated molecules have on average 0.066 eV more than the threshold. The average molecule already holds sθ = 0.517 eV. Hence

Eₐ = 2.073 + 0.066 − 0.517 + 0.026 ≈ 1.65 eV.

The lowered slope does not mean a lowered threshold. Nor does it mean that the activated fraction is below the bare Boltzmann factor: P = 3.7×10⁻⁹, whereas exp(−x) = 3.9×10⁻¹⁸. The many ways of distributing energy among ten oscillators raise the activated fraction.

**(e) Disilane, a precursor for silicon deposition, has 18 vibrations and a decomposition threshold of roughly 2 eV. Assess the model for disilane in nitrogen at 600 K. Consider quantized vibrations, weak collisions and finite pressure.**

*Quantized vibrations.* The mean-energy formula in (d) still holds, with sums over levels replacing integrals. Energies are measured from the zero-point level. Take rough quanta of 270 meV (six modes), 110 meV (six), 75 meV (two), 50 meV (three) and 15 meV (one). The mean thermal energy is the sum of ε/(exp(ε/θ) − 1) over the modes, or 0.281 eV. This is 5.4θ, not 10θ, because the stiff modes are hardly excited. Numerical counting of the combined levels gives a mean excess above threshold of 0.070 eV. Thus

Eₐ = 2.073 + 0.070 − 0.281 + 0.026 ≈ 1.89 eV,

or about 182 kJ/mol. The excess has barely changed from the classical model; the rise in Eₐ comes almost wholly from the smaller thermal energy. Ten classical oscillators, about half the real number of modes, therefore overstate the reduction for these quanta.

*Weak collisions.* Return to ten classical oscillators and consider the opposite extreme, in which energy changes by many small steps. Let g(E) be the population density and D half the mean square energy change per unit time. The upward flux, which vanishes when g ∝ f, is

J = −D f d(g/f)/dE.

Feed in one molecule per unit time at E = 0 and remove it at E₀, so that J = 1 and g(E₀) = 0. Integration gives

g(E) = f(E) ∫_E^E₀ dE′/(D f(E′)).

At unit feed rate the total population equals the mean passage time τ. Exchanging the order of integration,

τ = ∫₀^E₀ [dE′/(D f(E′))] ∫₀^E′ f(E) dE.

Activation is much slower than relaxation below threshold, so the rate is 1/τ. Take D ∝ Zn, with a mean square step per collision independent of E and T. Numerical integration and differentiation then give Eₐ = 1.51 eV, or 146 kJ/mol. Weak collisions of this kind lower the classical result by about 0.13 eV, whereas quantization raises it. The two shifts were found separately and need not add.

*Finite pressure.* Suppose reaction requires at least E₀ in one critical oscillator. With ε in that oscillator, the others have a density of states proportional to (E−ε)^(s−2). The fraction of states with ε > E₀ is therefore

∫_E₀^E (E−ε)^(s−2) dε / ∫₀^E (E−ε)^(s−2) dε = (1 − E₀/E)^(s−1).

Kassel's rate is this fraction times a frequency A:

k(E) = A(1 − E₀/E)^(s−1).

For strong collisions at frequency w = Zn, the steady population above threshold obeys w f = (w + k(E))g. The total rate is then

k_uni = ∫_E₀^∞ f(E) w k(E)/(w + k(E)) dE.

As w → 0 this becomes wP. As w → ∞ it becomes ∫f k dE = A exp(−E₀/θ), whose activation energy is E₀.

Take A = 10¹⁵ s⁻¹, d = 0.45 nm and masses of 62 u and 28 u; A and d are rough values. Then Z = 5.2×10⁻¹⁰ cm³/s. Numerical integration, with n held fixed in each temperature derivative, gives:

- At 10⁻⁶ Torr, w = 8.3 s⁻¹, the rate is 41% of wP, and Eₐ = 1.70 eV.
- At 10⁻³ Torr, the rate is 14.5% of wP, and Eₐ = 1.76 eV.
- At 1 Torr, the rate is 1.4% of wP, and Eₐ = 1.88 eV.

In this classical model the limit is remote because k(E) is tiny just above threshold. At E = E₀ + θ it is A/(x+1)⁹, about 3 s⁻¹, so even rare collisions can deactivate the molecule. Quantized disilane should reach the limit more easily. In statistical rate theory its rate at threshold is about 1/(2πρ(E₀)), where ρ now counts the quantum levels of all 18 modes; this is of order 10³ s⁻¹, far above w at 10⁻⁶ Torr. The percentages listed therefore describe the classical model, not disilane itself. At 10⁻⁶ Torr the mean free path, the mean speed of M divided by w, is about 5×10³ cm. In a vessel of ordinary size, wall collisions would then dominate and the assumed gas-phase activation would fail.

*Assessment.* The value 158 kJ/mol belongs to the stated classical model in its low-pressure limit. It is not a prediction for disilane in a reactor near 1 Torr. With these parameters, quantization and, in the classical Kassel model, a pressure of 1 Torr each raise Eₐ by roughly 0.24 eV relative to the full classical low-pressure value, when introduced separately. Their combined effect was not calculated; quantized vibrations would also change k(E) and hence the pressure dependence. Rotation, anharmonicity and tunnelling are left out and have not been sized.
